# The transformed fraction at the peak of site-saturated Avrami crystallization

## What the peak fraction is needed for

A film of phase-change material is heated at a constant rate, and its crystallization rate passes through a maximum. One way to calibrate a growth model from that maximum is to match its growth integral to the fraction crystallized there. Suppose one assumes that this fraction is one half. In a two-dimensional growth model this assigns the value $\sqrt{\ln 2}=0.833$ to a growth integral that, in the example below, is really 0.994. The inferred growth prefactor is then 16% too low at the same activation energy and peak temperature. A second error would be to fit the Avrami exponent to the peak fraction, which in this example hardly depends on it.

For growth from pre-existing sites with an Arrhenius velocity, the peak fraction is

$$X_p=1-\frac1e-\frac{2}{e\,n\,u}+O(u^{-2}),\qquad u=\frac{E}{k_BT_p}, \tag{1}$$

at fixed exponent $n>0$. Here $E$ is the activation energy of the growth velocity and $T_p$ is the peak temperature. The peak fraction is close to the limit $1-1/e=0.632$ when $nu\gg2$. For $n\ge1$ it is enough that $u\gg2$; for small $n$ a large $u$ alone is not enough.

"Peak" means the maximum of $dX/dt$, where $X$ is the crystallized fraction. A heat-flow signal proportional to $dX/dt$ shows it directly. The steepest point of a resistance curve need not coincide with it, because resistance is in general not linear in $X$.

## From random sites to the Avrami law

Let $N$ be the density of growth sites in $d$ dimensions. The sites are placed independently and at random, all exist before heating begins, and none is added. This is site saturation. Every grain grows isotropically with the same velocity $v(T)$, so its unobstructed radius is $R(t)=\int v\,dt$.

A point $p$ is crystallized once its nearest site $s$ lies within $R$. Other grains cannot block the straight path from $s$ to $p$. For any point $z$ on that path and any other site $s'$, the triangle inequality gives

$$|z-s'|\ge|p-s'|-|p-z|\ge|p-s|-|p-z|=|z-s|,$$

so the front from $s$ arrives at $z$ no later than any other.

The point is still amorphous if no site lies within $R$. With $M$ sites in a volume $V$, this has probability $(1-g_dR^d/V)^M$, where $g_1=2$, $g_2=\pi$ and $g_3=4\pi/3$. For a large sample with $M/V=N$ this becomes $\exp(-g_dNR^d)$. Hence

$$X=1-e^{-\theta^n},\qquad \theta=\int k\,dt,\qquad k=(g_dN)^{1/d}v,\qquad n=d. \tag{2}$$

A simulation with 40,000 random sites and 100,000 probe points agreed with this law within 0.0031 in $X$ for $d=1,2,3$.

The algebra below holds for any real $n>0$, provided that the law keeps the form (2) with

$$k=k_0e^{-E/k_BT}.$$

One convention affects the energy. At constant temperature $\theta=kt$, so the law is also written $X=1-\exp(-Kt^n)$ with $K=k^n$. The activation energy of $K$ is $nE$, and that energy must be divided by $n$ before it is used here.

## A peak condition for any heating curve

Define the extended fraction $x_e=-\ln(1-X)$, which counts overlapping grains as if they did not obstruct each other, and let $y=\ln x_e$. Then $X=1-\exp(-e^y)$. With primes for time derivatives,

$$\frac{dX}{dt}=y'e^y\exp(-e^y),\qquad
\ln\frac{dX}{dt}=\ln y'+y-e^y. \tag{3}$$

While the material crystallizes, $y'>0$. Differentiating the logarithm gives

$$\frac{d}{dt}\ln\frac{dX}{dt}
=\frac{y''}{y'}+y'-y'e^y
=y'\left(1+\frac{y''}{y'^2}-x_e\right).$$

At the peak this vanishes, so

$$x_e=1+\frac{y''}{y'^2}. \tag{4}$$

If $\ln x_e$ is locally a straight line in time, then $x_e=1$ and $X=1-1/e$, whatever the slope. The exponent $n$ multiplies the slope, which explains why it drops out of the limit. Curvature moves the peak fraction: downward if $\ln x_e$ bends down, upward if it bends up. Since $T$ is linear in $t$, derivatives with respect to $T$ give the same ratio $y''/y'^2$.

## The Arrhenius case

For (2), $y=n\ln\theta$ and $\theta'=k$. Therefore

$$y'=\frac{nk}{\theta},\qquad
y''=n\left(\frac{k'}{\theta}-\frac{k^2}{\theta^2}\right),\qquad
\frac{y''}{y'^2}=\frac1n\left(\frac{k'\theta}{k^2}-1\right).$$

With $q=k'\theta/k^2$, condition (4) becomes

$$\theta^n=1-\frac{1-q}{n}. \tag{5}$$

To find $q$, let the heating rate be $\beta=dT/dt>0$, and let the ramp start cold enough for earlier growth to be negligible. The lower limit of the temperature integral can then be set to zero:

$$\theta=\frac{k_0}{\beta}\int_0^T e^{-E/k_BT'}\,dT'.$$

Substitute $v=E/k_BT'$, where $v$ is now an integration variable. Then $dT'=-E\,dv/(k_Bv^2)$. The minus sign reverses the limits, and with $u=E/k_BT$

$$\theta=\frac{k_0E}{\beta k_B}\int_u^\infty\frac{e^{-v}}{v^2}\,dv.$$

Differentiating the Arrhenius exponent gives $k'/k=\beta E/(k_BT^2)=\beta k_Bu^2/E$. Dividing by $k=k_0e^{-u}$ and multiplying by $\theta$ cancels every prefactor:

$$q=u^2e^u\int_u^\infty\frac{e^{-v}}{v^2}\,dv
=\int_0^\infty\frac{e^{-w}}{(1+w/u)^2}\,dw. \tag{6}$$

The last form follows from $v=u+w$. For computation, $q=u e^uE_2(u)$, where $E_2(u)=\int_1^\infty e^{-us}s^{-2}ds$ is the exponential integral of order two; setting $v=us$ shows the equality. At large $u$ a scaled exponential integral, or the last form of (6), avoids the product of a very large and a very small number.

**There is one peak.** Equation (6) shows that $q$ rises from 0 to 1 as $u$ rises from 0 to infinity, so it falls on heating. The derivative of $\ln(dX/dt)$ has the sign of

$$n-1+q-n\theta^n.$$

This starts at $n$ when the material is cold and decreases steadily. It tends to minus infinity if the ramp is continued indefinitely, because $\theta$ grows without bound. It changes sign once, from positive to negative, and that point is the maximum.

## The limit, its correction and its bounds

For $s\ge0$,

$$1-2s\le\frac1{(1+s)^2}\le1-2s+3s^2. \tag{7}$$

To verify this, multiply the outer expressions by $(1+s)^2$. The left one gives $1-3s^2-2s^3\le1$, and the right one gives $1+4s^3+3s^4\ge1$. Put $s=w/u$ and integrate with weight $e^{-w}$, using $\int_0^\infty we^{-w}dw=1$ and $\int_0^\infty w^2e^{-w}dw=2$:

$$\frac2u-\frac6{u^2}\le1-q\le\frac2u. \tag{8}$$

Let $\delta=(1-q)/n$. By (5), $X_p=1-e^{-1+\delta}$, so the deficit below the limit is

$$D=1-\frac1e-X_p=\frac{e^\delta-1}{e}. \tag{9}$$

Since $q<1$, the deficit is positive, and (8) gives

$$0<D\le\frac{e^{2/(nu)}-1}{e}. \tag{10}$$

At fixed $n$, the bound tends to zero as $u$ grows, which proves the limit. Expanding (9) to first order in $\delta$ and using (8) gives (1).

The next order shows how good (1) is. Multiplying $1-2s+3s^2-4s^3$ by $(1+s)^2$ gives $1-5s^4-4s^5\le1$, so this cubic is also a lower bound for $(1+s)^{-2}$. With $\int_0^\infty w^3e^{-w}dw=6$ it yields $1-q\le2/u-6/u^2+24/u^3$. The term $-6/u^2$ is therefore the true second-order term. Including $\delta^2/2=2/(n^2u^2)+O(u^{-3})$,

$$D=\frac1e\left[\frac2{nu}+\frac1{u^2}\left(\frac2{n^2}-\frac6n\right)\right]+O(u^{-3}). \tag{11}$$

### Where the limit fails

The convergence is not uniform as $n\to0$. Any pair $(n,u)$ with $n-1+q>0$ can be made a peak by choosing $k_0$ so that (5) holds. Let $n\to0$ and $u\to\infty$ with $nu=c>2$ fixed. Then $\delta\to2/c$ and

$$X_p\to1-e^{-1+2/c}.$$

For $c=4$ this is $1-e^{-1/2}=0.39$, although $E/k_BT_p$ is infinite in the limit.

The same trend appears at finite values. In the table, $u_1$ is the value of $E/k_BT$ at $\theta=1$, which is not identical to $u$ at the peak. The two differ most for $n=1/2$ and $u_1=5$, where the peak is at $u=5.94$; for $u_1=20$ and 80 they agree within 2%.

| $n$ | $u_1=5$ | $u_1=20$ | $u_1=80$ |
|---|---|---|---|
| 1/2 | 0.416 | 0.563 | 0.614 |
| 1 | 0.526 | 0.599 | 0.623 |
| 3 | 0.599 | 0.621 | 0.629 |

These peaks were located by differentiating computed heating curves, without using (5). For exponents from 1/2 to 4 and $u_1$ from 5 to 160, they agreed with (5) and (6) within $7.1\times10^{-8}$ in $X$.

## Peak temperature and peak height

The definition of $q$ gives $k=(k'/k)\theta/q$. At the peak,

$$k(T_p)=\frac{\beta E}{k_BT_p^2}\,\frac{\theta_p}{q}. \tag{12}$$

Setting the last factor to one gives the Kissinger condition. For $n=1$ it is exact within this model, because (5) then reads $\theta_p=q$. In general $\theta_p\simeq1-2/(n^2u)$ and $q\simeq1-2/u$, so the factor is approximately $1+(2/u)(1-1/n^2)$. Near the peak, $\ln k$ changes by one over a temperature interval of about $k_BT_p^2/E$. For $n>1$ the peak therefore lies above the Kissinger temperature, by roughly

$$\Delta T\simeq\frac{k_BT_p^2}{E}\,\frac2u\left(1-\frac1{n^2}\right). \tag{13}$$

The exponent remains visible in the peak height. Since $y'=nk/\theta=(n/q)(k'/k)$, equation (3) gives

$$\left(\frac{dX}{dt}\right)_p=\frac{n}{q}\,\frac{\beta E}{k_BT_p^2}\,x_ee^{-x_e}
\simeq\frac{n}{e}\,\frac{\beta E}{k_BT_p^2}. \tag{14}$$

Within this model, a normalized peak height thus gives the product $nE$ to leading order, once $T_p$ and $\beta$ are known. At large $u$ the simple form overestimates that product by about the factor $1/q$. Separating $n$ from $E$ needs another measurement.

## Worked example: a 30 nm film

Take $E=2.9$ eV, a growth velocity of 1.0 nm/s at 430 K, and one pre-existing site per µm². The film is heated from 300 K at 10 K/min, or 0.1667 K/s. Grains become much wider than the film is thick, so $n=2$.

The computed peak is at 445.9 K (172.7 °C), where $u=75.48$ and $q=0.9745$. Equation (5) gives

$$x_e=1-\frac{1-0.9745}{2}=0.9873,\qquad X_p=1-e^{-0.9873}=0.627.$$

The deficit is 0.0047. The leading term is $1/(75.48\,e)=0.00487$, and the second-order term in (11) is $-2.5/(75.48^2e)=-0.00016$. Their sum reproduces the computed deficit to the digits given. The upper bound (10) is 0.0049.

The growth velocity at the peak is 16.23 nm/s. Since $\sqrt{\pi N}=1.772\times10^{-3}\ \mathrm{nm^{-1}}$,

$$k=1.772\times10^{-3}\times16.23=0.0288\ \mathrm{s^{-1}}.$$

The unobstructed grain radius is 561 nm, which gives $\theta_p=0.994$.

The temperature scale $k_BT_p^2/E$ is 5.91 K. Equation (13) predicts a peak $5.91\times1.5/75.48=0.12$ K above the Kissinger temperature; the computed difference is 0.11 K. The simple form of (14) gives a peak height of $2\times0.1667/(5.91\,e)=0.0208\ \mathrm{s^{-1}}$. The computed value is 0.0213 s⁻¹, larger by about the factor $1/q=1.026$.

With the same $k(T)$, the peak fractions for $n=1$ and $n=3$ are 0.623 and 0.629. Tripling the exponent changes $X_p$ by only 0.006.

## Effects outside the model

Condition (4) still applies when the growth law changes, provided that $x_e$ is the actual $-\ln(1-X)$. Three changes were computed for the film, each alone.

**Driving force.** Near melting, atoms also leave the crystal, which multiplies the velocity by $1-\exp(-\Delta g/k_BT)$. With $\Delta g=H(1-T/T_m)$, a rough heat of fusion $H=0.15$ eV/atom and a rough melting point $T_m=810$ K, and the velocity at 430 K held fixed, $X_p$ changes by $-0.0002$.

**Falling activation energy.** Let $a=d\ln k/dT$. Integrating $k=(dk/dT)/a$ by parts gives $\theta\simeq(k/\beta a)(1+a_T/a^2)$ for slowly varying $a$, where $a_T=da/dT$. Hence $1-q\simeq-a_T/a^2$. If the local activation energy $E(T)$ falls at a rate $s$, then $a=E(T)/k_BT^2$ and

$$1-q\simeq\frac{2k_BT}{E(T)}+\frac{s\,k_BT^2}{E(T)^2}.$$

For a trial slope of 0.02 eV/K, with $E=2.9$ eV at 430 K, the local energy at the new peak, 446.3 K, is 2.57 eV. The two terms are 0.030 and 0.052, so the deviation from Arrhenius behaviour is the larger one. This estimate gives a deficit of 0.015; the full calculation gives 0.013 and $X_p=0.619$.

**Nucleation during heating.** Suppose new sites, with a trial nucleation energy of 3.0 eV, equal the old ones in number by 445.9 K, counted as if none of the film had yet crystallized. The peak fraction becomes 0.642, above $1-1/e$. The reason is upward curvature. Because the two activation energies are close, the number of new sites grows nearly as $\theta$, and

$$x_e\simeq\theta^2+\int_0^\theta(\theta-z)^2dz=\theta^2+\frac{\theta^3}{3}.$$

The logarithm of a sum of two different exponentials bends upward. A peak fraction above $1-1/e$ is thus incompatible with the ideal model, but one below it does not prove site saturation.

Smaller effects can be estimated from their scales. Growth omitted below 300 K is a fraction $5\times10^{-17}$ of $\theta_p$. A grain centred at mid-plane and cut by film surfaces a distance $h$ apart has volume $\pi h(R^2-h^2/12)$; the relative correction is $2.4\times10^{-4}$ at the peak. For sites on a film surface the volume is $\pi h(R^2-h^2/3)$, the correction is four times larger, and $X_p$ falls by about 0.0004. For 1 mm of glass with rough thermal properties, and a rough heat release of 0.05 eV/atom, latent heat warms the film by $1.5\times10^{-4}$ K. Thermal lag across the glass is 0.17 K. A constant lag shifts the temperature reading but leaves $X_p$ unchanged. It does matter for calibrating $k$: 0.17 K exceeds the 0.11 K shift from the Kissinger temperature, and if uncorrected it changes the inferred prefactor by about $0.17/5.91\approx3\%$, more than the 2% factor $\theta_p/q$ in (12).

## Films and memory cells

The parameters are rough values in the regime of growth-dominated, doped antimony telluride films. The site density is the least transferable, since it depends on deposition and thermal history. The heating rate is far below that of a memory pulse, for which the 2.9 eV Arrhenius law should not be extrapolated.

Small cells also break the assumption of many random sites. A 100 nm square contains on average 0.01 site at the chosen density, so most such cells contain none. If a melt-quenched disc of radius $b$ instead crystallizes inward from its rim, then $X=1-(1-\rho)^2$ with $\rho=R/b$. Its rate is $2(1-\rho)\rho'$, and the peak condition is

$$\frac{\rho''}{\rho'}=\frac{\rho'}{1-\rho}.$$

For locally exponential growth $\rho''/\rho'=\rho'/\rho$, hence $\rho=1/2$ and $X_p=3/4$. Changing the geometry moves the leading result from 0.63 to 0.75, much more than the Arrhenius correction does in the film.

For a film that meets the assumptions, use (5) and (6) to assign the fraction at the peak, and (12) to calibrate $k$. For such a film the exponent can be estimated from the peak height with independently known $E$, or from the isothermal time dependence. The peak height is itself sensitive to departures from the model: with the trial nucleation above, the simple form of (14) would give an exponent of about 2.3, against 2.05 for the ideal film with $n=2$. In this example, the difference in $X_p$ between $n=1$ and $n=3$ is smaller than the change caused by either trial departure in activation energy or nucleation. The main computed values are in the numerical output below.

## Calculated quantities

```
Limit 1-1/e: 0.63212
Random sites, d=1, largest error in X: 0.0031
Random sites, d=2, largest error in X: 0.0027
Random sites, d=3, largest error in X: 0.0019
X at peak; columns: E/(kB T) where theta=1 is 5 20 80 160
  n=0.5: 0.41568 0.56298 0.61397 0.62298
  n=1: 0.52615 0.59864 0.62315 0.62758
  n=2: 0.58131 0.61570 0.62766 0.62986
  n=3: 0.59885 0.62125 0.62915 0.63061
  n=4: 0.60740 0.62399 0.62990 0.63099
Largest |direct - peak equation| in X: 7.1e-08
Input activation energy: 2.90 eV
Input growth velocity at 430 K: 1.0 nm/s
Input site density: 1.0 per um^2
Input heating rate: 10.0 K/min; start: 300 K
Input film thickness: 30 nm
Film, n=1: T_peak 445.77 K, X_peak 0.62262
Film, n=2: T_peak 445.88 K, X_peak 0.62740
Film, n=3: T_peak 445.90 K, X_peak 0.62898
Film n=2, u=E/(kB T_peak): 75.48
Film n=2, q(u): 0.97450
Film n=2, extended fraction at peak: 0.98725
Film n=2, X_peak from leading correction: 0.62725
Film n=2, deficit 1-1/e-X_peak: 0.00472
Film n=2, upper bound of deficit: 0.00491
Kissinger peak temperature: 445.77 K
Temperature scale kB T_peak^2/E: 5.91 K
Growth velocity at peak: 16.23 nm/s
Rate constant k at peak: 0.02877 1/s
Free-growth radius at peak: 560.6 nm
Largest dX/dt: 0.02130 1/s
Input heat of fusion: 0.15 eV/atom; melting: 810 K
Input fall of activation energy: 0.020 eV/K
Input nucleation activation energy: 3.0 eV
With driving force: T_peak 445.98 K, X 0.62724, shift -0.00016
With falling E: T_peak 446.31 K, X 0.61910, shift -0.00830
With new nuclei: T_peak 445.26 K, X 0.64154, shift +0.01414
Share of theta omitted below start: 5.3e-17
Relative thickness correction h^2/(12 R^2): 2.4e-04
Input heat release: 0.05 eV/atom; 30 atoms/nm^3
Input glass: 1.0 mm, 1.0 W/(m K), 0.5 mm^2/s
Latent-heat temperature rise: 1.5e-04 K
Thermal lag across glass: 0.17 K
Mean sites in a 100 nm square cell: 0.010
```
